# Bracketed Newton Solution of the MOS Surface-Potential Equation: verification in Python

```python
"""Bracketed Newton solution of the MOS surface-potential equation.

Result under test: u + G*sgn(u)*sqrt(h(u)) = v has one root, and a bracketed
Newton iteration finds it without exponential overflow. Here
h = exp(-u)+u-1 + exp(-2*uF)*(exp(u)-u-1), for a p-type substrate.
u: surface potential / thermal voltage; v: gate voltage relative to flat band
/ thermal voltage; uF: ln(bulk hole density / intrinsic density);
G: body factor / sqrt(thermal voltage). Boltzmann statistics are assumed.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import k, e, epsilon_0
from scipy.integrate import solve_ivp

mp.mp.dps = 50
TOL = 1e-12


def exponential_excess(x):
    """Return exp(x)-1-x without cancellation near zero."""
    if abs(x) < 0.1:
        series = 1.0
        for n in range(10, 2, -1):
            series = 1.0 + x * series / n
        return 0.5 * x * x * series
    return math.expm1(x) - x


def residual_and_slope(u, v, G, uF):
    delta = math.exp(-2 * uF)
    if u == 0:
        return -v, 1 + G * math.sqrt((1 + delta) / 2)
    if u > 1:
        electrons = math.exp(u - 2 * uF)
        minority = electrons - delta * (1 + u)
        minority_slope = electrons - delta
    else:
        minority = delta * exponential_excess(u)
        minority_slope = delta * math.expm1(u)
    h = exponential_excess(-u) + minority
    h_slope = -math.expm1(-u) + minority_slope
    signed_root = math.copysign(math.sqrt(h), u)
    return u + G * signed_root - v, 1 + G * h_slope / (2 * signed_root)


def outer_bound(v, G, uF):
    """Analytic bound on the root, with a small margin for rounding."""
    if v == 0:
        return 0.0
    size = abs(v)
    if v < 0:
        bound = min(size, 2 * math.log1p(size / G))
    else:
        log_bound = 2 * float(np.logaddexp(0, math.log(size / G) + uF))
        bound = min(size, log_bound)
        if size > 1:
            w = (size - 1) / (G / 2 + math.sqrt(G * G / 4 + size - 1))
            bound = min(bound, 1 + w * w)
    return math.copysign(bound * (1 + 1e-12), v)


def solve_surface(v, G, uF, start=1.0):
    """Return root and history; start is a fraction of the outer bound."""
    outer = outer_bound(v, G, uF)
    low, high = min(0.0, outer), max(0.0, outer)
    u, previous, move = start * outer, math.inf, "S"
    history = []
    for _ in range(200):
        residual, slope = residual_and_slope(u, v, G, uF)
        history.append((u, residual, move))
        if abs(residual) <= TOL * (1 + abs(v)):
            return u, history
        if residual < 0:
            low = u
        else:
            high = u
        step, move = -residual / slope, "N"
        if not (low < u + step < high and abs(step) <= previous / 2):
            step, move = (low + high) / 2 - u, "B"
        u += step
        previous = abs(step)
    raise RuntimeError("Surface-potential iteration did not converge")


def reference_residual(u, v, G, uF):
    """Unscaled equation in high precision."""
    u, v, G, uF = map(mp.mpf, (u, v, G, uF))
    h = mp.exp(-u) + u - 1 + mp.exp(-2 * uF) * (mp.exp(u) - u - 1)
    return u + mp.sign(u) * G * mp.sqrt(h) - v


def reference_root(v, G, uF):
    if v == 0:
        return mp.mpf(0)
    low, high = mp.mpf(min(0, v)), mp.mpf(max(0, v))
    for _ in range(140):
        middle = (low + high) / 2
        if reference_residual(middle, v, G, uF) < 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def plain_newton(v, G, uF):
    """Unprotected Newton from u=v, with direct exponentials."""
    u, steps, delta = v, [], math.exp(-2 * uF)
    for _ in range(500):
        ep, em = math.exp(u), math.exp(-u)
        h = em + u - 1 + delta * (ep - u - 1)
        slope = 1 + G * (1 - em + delta * (ep - 1)) / (2 * math.sqrt(h))
        step = -(u + G * math.sqrt(h) - v) / slope
        u += step
        steps.append(step)
        if abs(step) < 1e-10:
            return u, steps
    raise RuntimeError("Plain Newton did not converge")


# Model device in SI units
temperature = 300.0
acceptors, intrinsic = 1e23, 1e16
eps_semiconductor, eps_oxide = 12 * epsilon_0, 4 * epsilon_0
oxide_thickness = 10e-9
phi_t = k * temperature / e
holes = (acceptors + math.sqrt(acceptors**2 + 4 * intrinsic**2)) / 2
uF = math.log(holes / intrinsic)
delta = math.exp(-2 * uF)
oxide_capacitance = eps_oxide / oxide_thickness
body = math.sqrt(2 * e * eps_semiconductor * holes) / oxide_capacitance
G = body / math.sqrt(phi_t)
debye = math.sqrt(eps_semiconductor * phi_t / (e * holes))

# Direct Poisson integration from bulk to surface
poisson_error = 0.0
for target in (-9.0, 8.0, 25.0, 38.0):
    seed = math.copysign(1e-5, target)

    def poisson(x, y):
        return [y[1], 1 - delta - np.exp(-y[0]) + delta * np.exp(y[0])]

    def reached(x, y):
        return y[0] - target

    reached.terminal = True
    path = solve_ivp(poisson, (0, 80), [seed, seed * math.sqrt(1 + delta)],
                     method="DOP853", events=reached, max_step=0.02,
                     rtol=1e-11, atol=1e-13)
    assert len(path.y_events[0]) == 1
    field = path.y_events[0][0][1] * phi_t / debye
    gate = target * phi_t + eps_semiconductor * field / oxide_capacitance
    found = solve_surface(gate / phi_t, G, uF)[0]
    poisson_error = max(poisson_error, abs(found - target) * phi_t)
assert poisson_error < 1e-7

# Newton slope against high-precision differentiation
for u in (-5.0, -0.01, 0.001, 0.5, 2.0, 20.0, 38.0):
    slope = residual_and_slope(u, 0, G, uF)[1]
    numerical = mp.diff(lambda x: reference_residual(x, 0, G, uF), u)
    assert abs(slope / numerical - 1) < 1e-10
    assert slope > 1

# Device sweep, with three starting points
starts = (1.0, 0.5, 0.0)
most_evaluations = {s: 0 for s in starts}
sweep_error, last_root = 0.0, -math.inf
for gate in np.linspace(-5, 5, 101):
    v = float(gate / phi_t)
    exact = reference_root(v, G, uF)
    for s in starts:
        u, history = solve_surface(v, G, uF, s)
        most_evaluations[s] = max(most_evaluations[s], len(history))
        error = float(abs(u - exact))
        assert error <= 2 * TOL * (1 + abs(v))
        sweep_error = max(sweep_error, error * phi_t)
    assert u > last_root
    last_root = u
assert most_evaluations[1.0] <= 20

# Wide parameter ranges: bounds, accuracy and exponential arguments
stress_count, stress_evaluations, largest_argument = 0, 0, 0.0
for test_G in (0.05, 1.0, 20.0):
    for test_uF in (3.0, 16.0, 200.0):
        for size in (1e-9, 1e-3, 0.5, 5.0, 40.0, 800.0, 1e5):
            for v in (-size, size):
                exact = reference_root(v, test_G, test_uF)
                assert abs(exact) <= abs(outer_bound(v, test_G, test_uF))
                limit = 2 * math.log1p(size / test_G)
                for s in starts:
                    u, history = solve_surface(v, test_G, test_uF, s)
                    assert abs(u - exact) <= 2 * TOL * (1 + size)
                    argument = max(max(-row[0], row[0] - 2 * test_uF)
                                   for row in history)
                    assert argument <= limit + 1e-8
                    largest_argument = max(largest_argument, argument)
                    stress_evaluations = max(stress_evaluations, len(history))
                    stress_count += 1
assert stress_evaluations <= 60

# Trace and quadratic convergence at 3 V
trace_gate = 3.0
trace_v = trace_gate / phi_t
trace_exact = reference_root(trace_v, G, uF)
trace = solve_surface(trace_v, G, uF)[1]
inner_trace = solve_surface(trace_v, G, uF, 0.0)[1]
inner_moves = "".join(row[2] for row in inner_trace)
assert "B" in inner_moves
errors = [float(abs(row[0] - trace_exact)) for row in trace]
function = lambda x: reference_residual(x, trace_v, G, uF)
predicted_constant = float(abs(mp.diff(function, trace_exact, 2)
                               / (2 * mp.diff(function, trace_exact))))
pairs = [(a, b) for a, b in zip(errors, errors[1:]) if 1e-5 < a < 3e-2]
assert pairs
observed_constant = pairs[-1][1] / pairs[-1][0]**2
assert abs(observed_constant / predicted_constant - 1) < 0.03

# Unprotected iteration: slow at 5 V, overflow at 20 V
plain_root, plain_steps = plain_newton(5 / phi_t, G, uF)
protected_root, protected_history = solve_surface(5 / phi_t, G, uF)
assert abs(plain_root - protected_root) < 1e-9
assert abs(plain_steps[0] + 2) < 1e-9 and len(plain_steps) > 60
thick_oxide, thick_gate = 100e-9, 20.0
thick_G = G * thick_oxide / oxide_thickness
overflowed = False
try:
    plain_newton(thick_gate / phi_t, thick_G, uF)
except OverflowError:
    overflowed = True
assert overflowed
thick_u, thick_history = solve_surface(thick_gate / phi_t, thick_G, uF)
thick_exact = reference_root(thick_gate / phi_t, thick_G, uF)
assert abs(thick_u - thick_exact) < 2 * TOL * (1 + thick_gate / phi_t)

threshold = residual_and_slope(2 * uF, 0, G, uF)[0] * phi_t
print(f"Temperature: {temperature:.0f} K")
print(f"Acceptor density: {acceptors/1e6:.1e} cm^-3")
print(f"Intrinsic density: {intrinsic/1e6:.1e} cm^-3")
print(f"Relative permittivities: {eps_semiconductor/epsilon_0:.0f} "
      f"(semiconductor), {eps_oxide/epsilon_0:.0f} (oxide)")
print(f"Oxide thickness: {oxide_thickness*1e9:.0f} nm")
print(f"Thermal voltage: {phi_t*1e3:.5f} mV")
print(f"Oxide capacitance: {oxide_capacitance*1e3:.5f} mF/m^2")
print(f"Body factor: {body:.6f} V^0.5; G: {G:.6f} (no unit)")
print(f"uF: {uF:.6f} (no unit); Fermi potential: {uF*phi_t:.6f} V")
print(f"Gate voltage from flat band at psi=2 phiF: {threshold:.6f} V")
print("Table: VG-VFB [V], psi [V], dpsi/dVG [no unit], evaluations, regime")
for gate in (-5.0, -1.0, -0.1, 0.0, 0.1, 0.5, 1.0, 1.5, 3.0, 5.0):
    u, history = solve_surface(gate / phi_t, G, uF)
    response = 1 / residual_and_slope(u, gate / phi_t, G, uF)[1]
    above = solve_surface((gate + 1e-4) / phi_t, G, uF)[0]
    below = solve_surface((gate - 1e-4) / phi_t, G, uF)[0]
    assert abs((above - below) * phi_t / 2e-4 - response) < 1e-5
    regime = ("accumulation" if u < 0 else "flat band" if u == 0 else
              "depletion" if u < uF else "weak inversion" if u < 2 * uF
              else "strong inversion")
    print(f"{gate:5.1f} {u*phi_t:10.6f} {response:9.6f} "
          f"{len(history):2d} {regime}")
print(f"Trace at {trace_gate:.1f} V: move, psi [V], error [V], residual [V]")
for row, error in zip(trace, errors):
    print(f"{row[2]} {row[0]*phi_t:.9f} {error*phi_t:.2e} "
          f"{row[1]*phi_t:.2e}")
print("Moves: S start, N Newton, B bisection")
print(f"Moves from inner end at {trace_gate:.1f} V: {inner_moves}")
print(f"Quadratic error constant for u: observed {observed_constant:.5f}, "
      f"predicted {predicted_constant:.5f}")
print(f"Poisson check, largest potential error: {poisson_error:.1e} V")
print(f"Sweep -5 to 5 V, largest potential error: {sweep_error:.1e} V")
print(f"Most evaluations, outer/middle/inner start: "
      f"{most_evaluations[1.0]}/{most_evaluations[0.5]}/"
      f"{most_evaluations[0.0]}")
print(f"Wide-range solves: {stress_count}; most evaluations: "
      f"{stress_evaluations}")
print(f"Wide-range largest growing-exponential argument: "
      f"{largest_argument:.3f}")
print(f"Plain Newton at 5 V: {len(plain_steps)} steps; "
      f"first step in u: {plain_steps[0]:.6f}")
print(f"Bracketed method at 5 V: {len(protected_history)} evaluations")
print(f"Thick oxide: {thick_oxide*1e9:.0f} nm; gate: {thick_gate:.0f} V; "
      f"v: {thick_gate/phi_t:.3f}")
print(f"Largest safe exp argument: {math.log(np.finfo(float).max):.3f}")
print(f"Direct evaluation overflowed: {overflowed}")
print(f"Thick-oxide bracketed psi: {thick_u*phi_t:.6f} V; "
      f"evaluations: {len(thick_history)}")
print("OK")
```

Output:

```
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivities: 12 (semiconductor), 4 (oxide)
Oxide thickness: 10 nm
Thermal voltage: 25.85200 mV
Oxide capacitance: 3.54168 mF/m^2
Body factor: 0.520986 V^0.5; G: 3.240256 (no unit)
uF: 16.118096 (no unit); Fermi potential: 0.416685 V
Gate voltage from flat band at psi=2 phiF: 1.308974 V
Table: VG-VFB [V], psi [V], dpsi/dVG [no unit], evaluations, regime
 -5.0  -0.209287  0.010651  4 accumulation
 -1.0  -0.122760  0.053472  5 accumulation
 -0.1  -0.026585  0.231433  5 accumulation
  0.0   0.000000  0.303840  1 flat band
  0.1   0.034788  0.393813  4 depletion
  0.5   0.252158  0.646184  2 depletion
  1.0   0.603897  0.744785  2 weak inversion
  1.5   0.905570  0.201777 11 strong inversion
  3.0   0.995776  0.026816  6 strong inversion
  5.0   1.032385  0.013082  5 strong inversion
Trace at 3.0 V: move, psi [V], error [V], residual [V]
S 1.018383835 2.26e-02 1.06e+00
N 1.000125621 4.35e-03 1.69e-01
N 0.995959030 1.83e-04 6.82e-03
N 0.995776691 3.32e-07 1.24e-05
N 0.995776359 1.10e-12 4.11e-11
N 0.995776359 9.47e-17 -3.31e-15
Moves: S start, N Newton, B bisection
Moves from inner end at 3.0 V: SNBBNNNN
Quadratic error constant for u: observed 0.25789, predicted 0.25791
Poisson check, largest potential error: 1.8e-13 V
Sweep -5 to 5 V, largest potential error: 1.1e-13 V
Most evaluations, outer/middle/inner start: 11/10/28
Wide-range solves: 378; most evaluations: 19
Wide-range largest growing-exponential argument: 29.017
Plain Newton at 5 V: 82 steps; first step in u: -2.000000
Bracketed method at 5 V: 5 evaluations
Thick oxide: 100 nm; gate: 20 V; v: 773.635
Largest safe exp argument: 709.783
Direct evaluation overflowed: True
Thick-oxide bracketed psi: 0.992837 V; evaluations: 5
OK
```
